# Linear Jahn–Teller coupling in the cyclopentadienyl radical: test program

```python
"""
Linear Jahn-Teller coupling in the cyclopentadienyl radical C5H5 (D5h, 2E1'').
Result under test: [E1'' x E1'']_sym = A1' + E2', so only e2' displacements
split the state linearly, W = sum_k F_k (Q_kc sigma_z + Q_ks sigma_x), and
the constants F_k are not all zero. Stabilization: E_JT = F.K^-1.F / 2.
Symbols: Q = normalized Cartesian symmetry coordinate (angstrom),
F = half the slope of E_A - E_B, where A (B) has its hole in the cos(phi)
(sin(phi)) pi orbital, K = force constants of the mean of both energies.
Hole states: E(anion) - orbital energy, from RHF/6-31G of the anion.
"""
import itertools
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
EV_TO_CM = const.e / (const.h * const.c * 100.0)

# ---------- geometry and symmetry coordinates ----------
r_cc, r_ch = 1.41, 1.08
phi = 2 * np.pi * np.arange(5) / 5
radial = np.column_stack([np.cos(phi), np.sin(phi), 0 * phi])
tangential = np.column_stack([-np.sin(phi), np.cos(phi), 0 * phi])
axial = np.column_stack([0 * phi, 0 * phi, 1 + 0 * phi])
ring_radius = r_cc / (2 * np.sin(np.pi / 5))
regular = np.vstack([ring_radius * radial, (ring_radius + r_ch) * radial])


def pattern(element, direction, amplitude):
    """Normalized displacement of the five C or the five H atoms."""
    field = np.zeros((10, 3))
    start = 0 if element == "C" else 5
    field[start:start + 5] = amplitude[:, None] * direction
    return field / np.linalg.norm(field)


names = ["C radial", "C tangential", "H radial", "H tangential"]
cos_type, sin_type = [], []
for element in "CH":
    cos_type.append(pattern(element, radial, np.cos(2 * phi)))
    cos_type.append(pattern(element, tangential, np.sin(2 * phi)))
    sin_type.append(pattern(element, radial, np.sin(2 * phi)))
    sin_type.append(pattern(element, tangential, -np.cos(2 * phi)))

# ---------- group theory from explicit matrices ----------
irreps = ["A1'", "A2'", "E1'", "E2'", "A1''", "A2''", "E1''", "E2''"]
table, chi_sym, chi_formula, chi_anti, chi_vib = [], [], [], [], []
sym_basis = [np.eye(2) / np.sqrt(2), np.diag([1.0, -1.0]) / np.sqrt(2),
             np.array([[0.0, 1.0], [1.0, 0.0]]) / np.sqrt(2)]
invariant_projector = np.zeros((90, 90))
for angle, mirror, s in itertools.product(phi, (1.0, -1.0), (1.0, -1.0)):
    c, d = np.cos(angle), np.sin(angle)
    plane = np.array([[c, -d], [d, c]]) @ np.diag([1.0, mirror])
    operation = np.zeros((3, 3))
    operation[:2, :2], operation[2, 2] = plane, s
    moved = regular @ operation.T
    distance = np.linalg.norm(regular[:, None] - moved[None], axis=2)
    permutation = (distance < 1e-8).astype(float)
    assert np.all(permutation.sum(axis=0) == 1)
    displacement_rep = np.kron(permutation, operation)
    det3 = np.linalg.det(operation)
    # translations (polar vector) and rotations (axial vector) removed
    chi_vib.append(np.trace(displacement_rep)
                   - np.trace(operation) * (1 + det3))
    electronic = s * plane
    sym_rep = np.array([[np.trace(p @ electronic @ q @ electronic.T)
                         for q in sym_basis] for p in sym_basis])
    chi_sym.append(np.trace(sym_rep))
    trace, trace_sq = np.trace(electronic), np.trace(electronic @ electronic)
    chi_formula.append((trace**2 + trace_sq) / 2)
    chi_anti.append((trace**2 - trace_sq) / 2)
    e1 = 2 * c if mirror > 0 else 0.0
    e2 = 2 * np.cos(2 * angle) if mirror > 0 else 0.0
    table.append([1, mirror, e1, e2, s * mirror, s, s * e1, s * e2])
    invariant_projector += np.kron(sym_rep, displacement_rep) / 20
table = np.array(table)
assert np.allclose(table.T @ table / 20, np.eye(8))
assert np.allclose(chi_sym, chi_formula)


def reduce_rep(character):
    counts = table.T @ np.array(character) / 20
    assert np.allclose(counts, np.round(counts), atol=1e-9)
    return np.round(counts).astype(int)


def describe(counts):
    return " + ".join(f"{n} {name}" for n, name in zip(counts, irreps) if n)


sym_counts, vib_counts = reduce_rep(chi_sym), reduce_rep(chi_vib)
anti_counts = reduce_rep(chi_anti)
assert describe(sym_counts) == "1 A1' + 1 E2'"
assert describe(anti_counts) == "1 A2'"
e2_sym = (table[:, 3]**2 + np.array(
    [2 * np.cos(4 * a) if m > 0 else 2.0
     for a, m, z in itertools.product(phi, (1, -1), (1, -1))])) / 2
e2_sym_counts = reduce_rep(e2_sym)
assert e2_sym_counts[3] == 0

# Every invariant that splits the doublet must lie in the e2' coordinates.
n_invariants = np.linalg.matrix_rank(invariant_projector, tol=1e-8)
splitting_block = invariant_projector[30:, 30:]
n_splitting = np.linalg.matrix_rank(splitting_block, tol=1e-8)
e2_space = np.array([u.ravel() for u in cos_type + sin_type])
assert np.allclose(e2_space @ e2_space.T, np.eye(8))
outside = np.eye(30) - e2_space.T @ e2_space
assert np.allclose(np.kron(np.eye(2), outside) @ splitting_block, 0)
assert n_splitting == vib_counts[3]
assert n_invariants == vib_counts[0] + vib_counts[3]

# ---------- Hueckel ring with modulated hopping ----------
beta0, hop_slope, bond_change = -3.0, 5.0, 0.01
hueckel = np.zeros((5, 5))
for j in range(5):
    k = (j + 1) % 5
    hueckel[j, k] = hueckel[k, j] = beta0 + hop_slope * bond_change * np.cos(
        2 * np.pi * (2 * j + 1) / 5)
levels = np.linalg.eigvalsh(hueckel)
hueckel_split = levels[2] - levels[1]
hueckel_formula = 2 * abs(hop_slope * bond_change)
assert abs(hueckel_split / hueckel_formula - 1) < 0.01

# ---------- hole states from the closed-shell anion ----------
def hole_states(displacement, start_density=None):
    """Mean energy and half of E_A - E_B (eV), with the SCF object."""
    atoms = list(zip(["C"] * 5 + ["H"] * 5,
                     (regular + displacement).tolist()))
    mol = gto.M(atom=atoms, charge=-1, basis="6-31g",
                unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-7
    mf.kernel(dm0=start_density)
    assert mf.converged
    n_occ = mol.nelectron // 2
    pair = slice(n_occ - 2, n_occ)
    eps = mf.mo_energy[pair]
    pz_atom0 = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
                if lab[0] == 0 and lab[2].endswith("p") and lab[3] == "z"]
    weight = np.abs(mf.mo_coeff[pz_atom0, pair]).sum(axis=0)
    a = int(np.argmax(weight))
    mean = (mf.e_tot - eps.mean()) * HARTREE_EV
    half = 0.5 * (eps[1 - a] - eps[a]) * HARTREE_EV
    return mean, half, mf


mean0, half0, reference = hole_states(np.zeros((10, 3)))
density0 = reference.make_rdm1()
assert abs(half0) < 1e-4
labels = reference.mol.ao_labels(fmt=None)
pz = [i for i, lab in enumerate(labels)
      if lab[1] == "C" and lab[2].endswith("p") and lab[3] == "z"]
n_occ = reference.mol.nelectron // 2
homo = reference.mo_coeff[:, n_occ - 2:n_occ]
assert np.abs(np.delete(homo, pz, axis=0)).max() < 1e-5
inner_pz = homo[np.array(pz).reshape(5, 2)[:, 0]]
power = np.abs(np.fft.fft(inner_pz, axis=0))**2
assert (power[1] + power[4]).sum() / power.sum() > 0.99999

step = 0.02
single = [hole_states(step * u, density0)[:2] for u in cos_type]
means = np.array([x[0] for x in single])
halves = np.array([x[1] for x in single])
F = halves / step
K = np.diag(2 * (means - mean0) / step**2)
for i, j in itertools.combinations(range(4), 2):
    m_ij, v_ij, _ = hole_states(step * (cos_type[i] + cos_type[j]), density0)
    K[i, j] = K[j, i] = (m_ij - means[i] - means[j] + mean0) / step**2
    assert abs(v_ij - halves[i] - halves[j]) < 0.02 * np.abs(halves).max()
assert np.abs(F).max() > 0.1
assert np.linalg.eigvalsh(K).min() > 0

strong = int(np.argmax(np.abs(F)))
double_half = hole_states(2 * step * cos_type[strong], density0)[1]
exponent = np.log2(abs(double_half / halves[strong]))
assert abs(exponent - 1) < 0.03
partner_half = abs(hole_states(step * sin_type[strong], density0)[1])
assert abs(partner_half / abs(halves[strong]) - 1) < 0.02

# Displacements of other symmetry must give no linear splitting.
ones = np.ones(5)
forbidden = {"a1'": pattern("C", radial, ones),
             "a2'": pattern("C", tangential, ones),
             "e2''": pattern("C", axial, np.cos(2 * phi))}
forbidden_split = {name: 2 * abs(hole_states(step * u, density0)[1])
                   for name, u in forbidden.items()}
allowed_split = 2 * abs(halves[strong])
assert forbidden_split["a1'"] < 1e-4 and forbidden_split["a2'"] < 1e-4
assert forbidden_split["e2''"] < 0.01 * allowed_split
e1_mode = pattern("C", radial, np.cos(phi))
e1_plus = hole_states(step * e1_mode, density0)[1]
e1_minus = hole_states(-step * e1_mode, density0)[1]
e1_slope = (e1_plus - e1_minus) / (2 * step)
assert abs(e1_slope) < 0.02 * np.abs(F).max()

# ---------- stabilization, normal modes, distorted structures ----------
Q_min = np.linalg.solve(K, F)
E_JT = 0.5 * F @ Q_min
distortion = sum(q * u for q, u in zip(Q_min, cos_type))
direct, bonds = [], []
for sign in (1, -1):
    m, v, _ = hole_states(sign * distortion, density0)
    direct.append(mean0 - (m - abs(v)))
    ring = (regular + sign * distortion)[:5]
    bonds.append([np.linalg.norm(ring[i] - ring[i + 1]) for i in range(3)])
    assert abs(direct[-1] / E_JT - 1) < 0.10
assert abs(direct[0] - direct[1]) < 0.05 * E_JT

all_masses = reference.mol.atom_mass_list(isotope_avg=True)
masses = np.array([all_masses[0]] * 2 + [all_masses[5]] * 2)
root_m = np.sqrt(masses)
lam, modes = np.linalg.eigh(K / np.outer(root_m, root_m))
omega = np.sqrt(lam * const.e / (const.angstrom**2 * const.atomic_mass))
wavenumber = omega / (2 * np.pi * const.c * 100)
F_mode = modes.T @ (F / root_m)
E_mode = F_mode**2 / (2 * lam)

# ---------- printed results ----------
print("Symmetric square of E1'':", describe(sym_counts))
print("Antisymmetric square of E1'':", describe(anti_counts))
print("Symmetric square of E2':", describe(e2_sym_counts))
print("Vibrations:", describe(vib_counts))
print("Invariant linear couplings, total:", n_invariants)
print("Invariant linear couplings that split:", n_splitting)
print(f"Hueckel hopping: {beta0:.1f} eV; slope g: {hop_slope:.1f} eV/A")
print(f"Hueckel bond amplitude q: {bond_change:.3f} A")
print(f"Hueckel splitting, diagonalized: {hueckel_split:.6f} eV")
print(f"Hueckel splitting, 2|gq|: {hueckel_formula:.6f} eV")
print(f"Chosen C-C: {r_cc:.2f} A; chosen C-H: {r_ch:.2f} A")
print(f"Displacement step: {step:.3f} A")
print(f"Splitting at regular geometry: {2 * abs(half0):.1e} eV")
for name, value in zip(names, F):
    print(f"F, e2' {name}: {value:.4f} eV/A")
for name, row in zip(names, K):
    print(f"K row, {name}: " + " ".join(f"{x:.3f}" for x in row) + " eV/A^2")
print(f"Strongest coordinate: {names[strong]}")
print(f"Its splitting at one step: {allowed_split:.5f} eV")
print(f"Its sine partner's splitting: {2 * partner_half:.5f} eV")
print(f"Power of Q in its splitting: {exponent:.4f}")
for name, value in forbidden_split.items():
    print(f"Splitting at one step, {name}: {value:.1e} eV")
print(f"e1' splitting at +step: {2 * abs(e1_plus):.2e} eV")
print(f"e1' linear constant: {e1_slope:.2e} eV/A")
for name, value in zip(names, Q_min):
    print(f"Q at minimum, {name}: {value:.4f} A")
print(f"E_JT from F and K: {E_JT:.4f} eV = {E_JT * EV_TO_CM:.0f} cm^-1")
print(f"E_JT recomputed at +Q: {direct[0]:.4f} eV")
print(f"E_JT recomputed at -Q: {direct[1]:.4f} eV")
print(f"Difference of the two ends: {1000*(direct[0]-direct[1]):.3f} meV")
for k in range(4):
    print(f"Mode {k + 1}: {wavenumber[k]:.0f} cm^-1, "
          f"E_JT share {E_mode[k]:.5f} eV")
for sign, row in zip("+-", bonds):
    print(f"Bonds 0-1, 1-2, 2-3 at {sign}Q: "
          + " ".join(f"{x:.4f}" for x in row) + " A")
print("verified")
```

Printed output:

```
Symmetric square of E1'': 1 A1' + 1 E2'
Antisymmetric square of E1'': 1 A2'
Symmetric square of E2': 1 A1' + 1 E1'
Vibrations: 2 A1' + 1 A2' + 3 E1' + 4 E2' + 1 A2'' + 1 E1'' + 2 E2''
Invariant linear couplings, total: 6
Invariant linear couplings that split: 4
Hueckel hopping: -3.0 eV; slope g: 5.0 eV/A
Hueckel bond amplitude q: 0.010 A
Hueckel splitting, diagonalized: 0.099996 eV
Hueckel splitting, 2|gq|: 0.100000 eV
Chosen C-C: 1.41 A; chosen C-H: 1.08 A
Displacement step: 0.020 A
Splitting at regular geometry: 1.7e-13 eV
F, e2' C radial: -0.1772 eV/A
F, e2' C tangential: -6.2341 eV/A
F, e2' H radial: -0.0086 eV/A
F, e2' H tangential: -0.0176 eV/A
K row, C radial: 84.880 21.053 -34.705 -3.282 eV/A^2
K row, C tangential: 21.053 97.735 0.948 -3.720 eV/A^2
K row, H radial: -34.705 0.948 37.883 -0.079 eV/A^2
K row, H tangential: -3.282 -3.720 -0.079 6.099 eV/A^2
Strongest coordinate: C tangential
Its splitting at one step: 0.24937 eV
Its sine partner's splitting: 0.24936 eV
Power of Q in its splitting: 0.9997
Splitting at one step, a1': 6.4e-13 eV
Splitting at one step, a2': 5.2e-13 eV
Splitting at one step, e2'': 2.7e-07 eV
e1' splitting at +step: 1.40e-04 eV
e1' linear constant: 1.20e-04 eV/A
Q at minimum, C radial: 0.0235 A
Q at minimum, C tangential: -0.0703 A
Q at minimum, H radial: 0.0230 A
Q at minimum, H tangential: -0.0328 A
E_JT from F and K: 0.2173 eV = 1753 cm^-1
E_JT recomputed at +Q: 0.2159 eV
E_JT recomputed at -Q: 0.2160 eV
Difference of the two ends: -0.117 meV
Mode 1: 953 cm^-1, E_JT share 0.03489 eV
Mode 2: 1235 cm^-1, E_JT share 0.05365 eV
Mode 3: 1593 cm^-1, E_JT share 0.12875 eV
Mode 4: 3321 cm^-1, E_JT share 0.00000 eV
Bonds 0-1, 1-2, 2-3 at +Q: 1.3905 1.4610 1.3470 A
Bonds 0-1, 1-2, 2-3 at -Q: 1.4295 1.3590 1.4730 A
verified
```
